# Ambiguity of crystal-field fits for J=9/2 at a hexagonal site

**Q.** I have fitted the crystal-field levels of a $J=9/2$ ground multiplet at a hexagonal site. There are four parameters and four measured splittings, every level has the right symmetry label, the residual is zero and the error bars are small. I take it that I now know the parameters, and with them the wave functions.

**A.** You know one solution of four nonlinear equations in four unknowns. Let us solve them exactly and count the others. Take one multiplet of fixed $J$, with $\hbar=1$, energies in meV and $z$ along the principal axis. Between $f$ orbitals only ranks $k\le 6$ act (triangle rule for $3,3,k$), and only even $k$ (parity). The even part of a $D_{3h}$ or $D_{6h}$ field has a sixfold axis, which leaves $q=0,\pm6$, and placing $x$ along a twofold axis removes the sine-type term. In Stevens operators, with $X=J(J+1)=99/4$,

$$H=B_{20}O_{20}+B_{40}O_{40}+B_{60}O_{60}+B_{66}O_{66},$$
$$O_{20}=3J_z^2-X,\qquad O_{40}=35J_z^4-(30X-25)J_z^2+3X^2-6X,$$
$$O_{60}=231J_z^6-(315X-735)J_z^4+(105X^2-525X+294)J_z^2-5X^3+40X^2-60X,$$
$$O_{66}=\tfrac12(J_+^6+J_-^6).$$

Inserting $|M|=\tfrac12,\tfrac32,\tfrac52,\tfrac72,\tfrac92$ gives the diagonals $6v_2$, $84v_4$, $5040v_6$, with
$$v_2=(-4,-3,-1,2,6),\quad v_4=(18,3,-17,-22,18),\quad v_6=(-8,6,10,-11,3).$$
These vectors are orthogonal to one another and to $(1,1,1,1,1)$, as direct multiplication shows, and their squared lengths are $66$, $1430$, $330$. Write $d_{|M|}=\langle M|H|M\rangle$.

$O_{66}$ joins $M$ to $M\pm6$, so $H$ splits into blocks $A=\{\tfrac92,-\tfrac32\}$, $B=\{\tfrac72,-\tfrac52\}$, $C=\{\tfrac12\}$ and their copies with $M\to-M$, which have the same elements and supply the Kramers partners. The label of a doublet is the trace over it of the rotation $e^{-i\pi J_z/3}$, namely $2\cos(\pi M/3)=0,-\sqrt3,+\sqrt3$ for $A,B,C$. Each raising step carries $\sqrt{(J-M)(J+M+1)}$. From $-\tfrac32$ the six first factors run $6,\dots,1$ and the second $4,\dots,9$; from $-\tfrac52$ they run $7,\dots,2$ and $3,\dots,8$. So the off-diagonal elements of $A$ and $B$ are
$$a=\tfrac12\sqrt{720\cdot60480}\,B_{66}=720\sqrt{21}\,B_{66},\qquad c=\tfrac12\sqrt{5040\cdot20160}\,B_{66}=5040\,B_{66},$$
and $a^2/c^2=21/49=3/7$.

**Q.** Then the data are the energy $E_C=d_{1/2}$, the sums $T_A,T_B$ of the two levels in each block, and their gaps $\Delta_A,\Delta_B$. What is left unknown?

**A.** The differences $x=d_{9/2}-d_{3/2}$ and $y=d_{7/2}-d_{5/2}$, and $c^2$. From the vectors above,
$$x=54B_{20}+1260B_{40}-15120B_{60},\qquad y=18B_{20}-420B_{40}-105840B_{60}.$$
A symmetric $2\times2$ block has squared gap equal to the squared diagonal difference plus four times the squared coupling:
$$\Delta_A^2=x^2+4a^2,\qquad \Delta_B^2=y^2+4c^2.$$
Seven times the first minus three times the second removes the coupling, because $7a^2=3c^2$:
$$7x^2-3y^2=K\equiv7\Delta_A^2-3\Delta_B^2.$$

A second relation holds because there is no rank 8. The diagonal is a polynomial of degree 6 in $M$, so its eighth difference over $M=-\tfrac72,\dots,\tfrac92$, with coefficients $1,-8,28,-56,70,-56,28,-8,1$, vanishes. Since $d$ is even in $M$, the coefficients pair up: $1-8$ for $d_{7/2}$, $-8+28$ for $d_{5/2}$, $28-56$ for $d_{3/2}$, $-56+70$ for $d_{1/2}$, and $1$ for $d_{9/2}$:
$$14d_{1/2}-28d_{3/2}+20d_{5/2}-7d_{7/2}+d_{9/2}=0.$$
Insert $d_{9/2},d_{3/2}=(T_A\pm x)/2$ and $d_{7/2},d_{5/2}=(T_B\pm y)/2$ and multiply by 2. The terms in $T_A,x$ give $-27T_A+29x$, those in $T_B,y$ give $13T_B-27y$, so
$$29x-27y=R\equiv27T_A-13T_B-28E_C .$$
A shift of the energy zero by $\epsilon$ changes $R$ by $(54-26-28)\epsilon=0$, so $R$, like $K$, depends on splittings only. The data thus put $(x,y)$ on a line and on a hyperbola. With $x=(R+27y)/29$ and a factor $29^2=841$,
$$7(R+27y)^2-2523y^2=841K\quad\Rightarrow\quad 2580y^2+378Ry+7R^2-841K=0,$$
where $2580=7\cdot729-2523$ and $378=7\cdot54$. Your fit is one root.

**Q.** The second root may be spurious. Does it belong to a real Hamiltonian of the same form?

**A.** Under one condition. The roots add to $-378R/2580=-63R/430$, so
$$y'-y=-2y-\frac{63(29x-27y)}{430}=\frac{841y-1827x}{430}=29t,\qquad t=\frac{29y-63x}{430}.$$
Both points lie on the line, so $29(x'-x)=27(y'-y)$ and $x'=x+27t$. With $T_A,T_B,E_C$ held fixed, the diagonal changes by $\delta d=\tfrac t2(0,-27,-29,29,27)$. This vector is orthogonal to $(1,1,1,1,1)$ and to $(14,-28,20,-7,1)$, which with $v_2,v_4,v_6$ form an orthogonal basis of five-component vectors, so it lies in the span of the three Stevens diagonals. Projecting, with $\delta d\cdot v_2=\tfrac t2\,330$, $\delta d\cdot v_4=\tfrac t2\,260$, $\delta d\cdot v_6=-\tfrac t2\,690$,
$$\delta B_{20}=\frac{165t}{6\cdot66}=\frac{5t}{12},\quad \delta B_{40}=\frac{130t}{84\cdot1430}=\frac{t}{924},\quad \delta B_{60}=-\frac{345t}{5040\cdot330}=-\frac{23t}{110880}.$$
The gap $\Delta_B$ is kept by $4c'^2=\Delta_B^2-y'^2$, that is $B_{66}'=\sqrt{\Delta_B^2-y'^2}/10080$. The gap $\Delta_A$ is then kept too: on the hyperbola $7(\Delta_A^2-x'^2)=3(\Delta_B^2-y'^2)=12c'^2=28a'^2$. The twin is real if $|y'|\le\Delta_B$. Otherwise $B_{66}'$ is imaginary, and the labelled fit is unique up to the sign of $B_{66}$. The claim is therefore one of existence: uniqueness has to be shown case by case and does not follow from a zero residual.

**Q.** Give me numbers.

**A.** Take round model values, set 1: $B_{20}=0.1$, $B_{40}=10^{-3}$, $B_{60}=-10^{-4}$, $B_{66}=10^{-3}$ meV. Then $x=5.4+1.26+1.512=8.172$, $y=1.8-0.42+10.584=11.964$, $a=3.2995$, $c=5.04$ meV, and
$$d=(3.144,\,-4.572,\,-7.068,\,4.896,\,3.600)\ \text{meV}.$$
So $T_A=-0.972$, $T_B=-2.172$, $E_C=3.144$, $\Delta_A=\sqrt{8.172^2+6.599^2}=10.504$ and $\Delta_B=\sqrt{11.964^2+10.08^2}=15.644$ meV. The levels $(T\pm\Delta)/2$ and $E_C$ lie at $-8.908$, $-5.738$, $3.144$, $4.766$, $6.736$ meV in the order $B,A,C,A,B$. Above the ground doublet that is $0$, $3.17$, $12.05$, $13.67$, $15.64$ meV, or $0$, $25.6$, $97.2$, $110.3$, $126.2$ cm$^{-1}$.

Next, $t=(346.956-514.836)/430=-0.39042$ meV, so $y'=11.964-11.322=0.642$ and $x'=8.172-10.541=-2.369$ meV. Since $|y'|<\Delta_B$, the twin is real, with $c'=\tfrac12\sqrt{15.6443^2-0.6419^2}=7.816$ meV. Set 2 is
$$B_{20}'=0.1-0.1627=-0.0627,\quad B_{40}'=5.77\times10^{-4},\quad B_{60}'=-1.90\times10^{-5},\quad B_{66}'=1.551\times10^{-3}\ \text{meV}.$$
$B_{20}$ has gone from $0.807$ to $-0.506$ cm$^{-1}$, with every level and label unchanged. Anything that depends on the zero-field energies alone, such as the Schottky heat capacity, is the same for both sets, since the partition function is.

**Q.** Parameters depend on the choice of axes. Is set 2 not set 1 seen from another frame?

**A.** That kind of ambiguity is present. It leaves the levels, $g$ values and dipole strengths unchanged and decides only how the sixfold pattern sits against the crystal axes: $e^{-i\pi J_z/6}$ multiplies $J_\pm^6$ by $e^{\mp i\pi}=-1$, so $B_{66}\to-B_{66}$ is a turn of $x$ and $y$ by $30^\circ$. The twin is different. A rotation acts as $H\to UHU^\dagger$ and maps the operators of rank $k$ among themselves, so it carries the rank-$k$ part $H_k$ into the rank-$k$ part of the rotated $H$, and $\operatorname{Tr}H_k^2$ is conserved for each $k$. For rank 2, counting both signs of $M$, $\operatorname{Tr}H_2^2=2\cdot6^2\cdot66\,B_{20}^2=4752B_{20}^2$, which is $47.5$ meV$^2$ for set 1 and $18.7$ meV$^2$ for set 2. For rank 4, $2\cdot84^2\cdot1430\,B_{40}^2$ gives $20.2$ and $6.7$ meV$^2$. No rotation connects the sets, and inversion and time reversal leave $H$ unchanged. The spectrum fixes only the total $\operatorname{Tr}H^2=2\sum_iE_i^2=380.5$ meV$^2$, and rank 6 holds the remainder, $312.8$ and $355.1$ meV$^2$. Of course some unitary operator takes one $H$ into the other, as for any two Hermitian matrices with equal spectra, but it does not take $\mathbf J$ into a rotated $\mathbf J$.

**Q.** My covariance matrix would have warned me of a flat direction.

**A.** There is none, and the covariance is a local quantity. Call the quadratic $F(y)=2580(y-y_1)(y-y_2)$. At a root $|F'|=2580\cdot29\,|t|$, so for $t\ne0$ the root is a smooth function of the data, and so are $x$, the diagonal parameters and, for $B_{66}\neq0$, $B_{66}$ itself. The Jacobian $\mathcal J$ of splittings with respect to parameters is then invertible. It is singular at $t=0$, where the line touches the hyperbola, the twins merge, and a move along the line changes no datum to first order. The covariance thus warns of the twin when the two solutions are close and not when they are far apart. Its other singularity, at $B_{66}=0$, comes from the merging of $\pm B_{66}$ and says nothing about the twin.

By the Hellmann–Feynman theorem $\partial E_i/\partial B_k=\langle i|O_k|i\rangle$. For independent errors $\sigma=0.1$ meV in the four splittings the linear covariance is $\sigma^2(\mathcal J^T\mathcal J)^{-1}$, and inverting the $4\times4$ matrix numerically gives a standard error of $0.010$ meV on $B_{20}$ at either solution. The two values are $0.163$ meV apart, some sixteen such errors.

**Q.** And if I had no labels?

**A.** Any of five levels may be $C$, and any two of the other four may be $A$: $5\times6=30$ assignments, each with two roots and two signs of $B_{66}$, or 120 solutions over the complex numbers. Solving the 30 quadratics for this spectrum and keeping real roots with $|y|\le\Delta_B$ leaves 12 real sets with $B_{66}>0$, our two among them, with $B_{20}$ between $-0.244$ and $0.160$ meV. With fewer splittings than parameters the solutions generically form a continuum; $J=5/2$ at a tetragonal site has $B_{20},B_{40},B_{44}$ and two splittings.

**Q.** How different are the states, and what measurement tells them apart?

**A.** Block $B$ is $\tfrac12T_B+\tfrac12y\,\sigma_z+c\,\sigma_x$ in the basis $|\tfrac72\rangle,|-\tfrac52\rangle$. With $\cos2\theta_B=y/\Delta_B$ and $\sin2\theta_B=2c/\Delta_B$, the lower state is
$$\psi=u|\tfrac72\rangle+v|-\tfrac52\rangle,\qquad u=-\sin\theta_B,\quad v=\cos\theta_B,$$
the upper is $v|\tfrac72\rangle-u|-\tfrac52\rangle$, and partners follow from $M\to-M$. Block $A$ is alike, with $\cos2\theta_A=x/\Delta_A$. Here $\cos2\theta_B=11.964/15.644=0.7648$ for set 1 and $0.642/15.644=0.0410$ for set 2, so $\theta_B=20.06^\circ$ and $43.82^\circ$. The weight $u^2$ of $|\tfrac72\rangle$ is $0.118$ against $0.479$, and the squared overlap of the ground states is $\cos^2(23.77^\circ)=0.838$.

Add the Zeeman term $g_J\mu_B\,\mathbf B\cdot\mathbf J$ and define $g$ as the first-order splitting of the doublet over $\mu_BB$, valid while $\mu_BB$ is small against the first gap. $J_z$ does not connect $\psi$ to $\bar\psi=u|-\tfrac72\rangle+v|\tfrac52\rangle$, and with $u^2,v^2=(1\mp\cos2\theta_B)/2$,
$$\langle\psi|J_z|\psi\rangle=\tfrac72u^2-\tfrac52v^2=\tfrac12-3\cos2\theta_B=-\langle\bar\psi|J_z|\bar\psi\rangle .$$
For $J_x=(J_++J_-)/2$, the steps $\tfrac52\to\tfrac72$ and $-\tfrac72\to-\tfrac52$ both carry $\sqrt{2\cdot8}=4$, so $J_+\bar\psi=4v|\tfrac72\rangle+4u|-\tfrac52\rangle$, while $J_-\bar\psi$ lies in the $A$ states. Hence $\langle\psi|J_x|\bar\psi\rangle=4uv=-2\sin2\theta_B$, with zero diagonal elements. Each splitting is twice the modulus:
$$g_\parallel=g_J|1-6\cos2\theta_B|,\qquad g_\perp=4g_J|\sin2\theta_B| .$$
For $g_J$ take the term $L=6$, $S=\tfrac32$ with spin $g=2$: the Landé formula gives $1+(24.75+3.75-42)/49.5=8/11$. Set 1 has $g_\parallel=3.589\,g_J=2.61$ and $g_\perp=2.577\,g_J=1.87$, so the moment of its ground doublet is largest along $z$. Set 2 has $g_\parallel=0.754\,g_J=0.55$ and $g_\perp=3.997\,g_J=2.91$, so there it is largest in the plane. This ranks the moments of the doublet alone, not the susceptibility at any temperature: in set 1 a transverse field also mixes in the $A$ doublet at $3.17$ meV, and in this model the Van Vleck formula makes the transverse susceptibility the larger one above about $6$ K.

When the ground doublet belongs to $B$, as here, the pair of values settles the matter within this model. (A $C$ ground doublet is pure $|\pm\tfrac12\rangle$, with $g_\parallel=g_J$ and $g_\perp=5g_J$ for both twins, and an $A$ ground doublet has $g_\perp=0$, since $J_\pm$ do not join $\{\tfrac92,-\tfrac32\}$ to $\{-\tfrac92,\tfrac32\}$.) $g_\perp$ gives $|\cos2\theta_B|$, and $g_\parallel$ gives its sign, because $|1-6\gamma|=|1+6\gamma|$ only at $\gamma=0$. Then $y=\Delta_B\cos2\theta_B$, the line gives $x$, and all parameters follow up to the sign of $B_{66}$. One value may not suffice: $g_\perp$ is blind to twins with $y'=-y$, and $g_\parallel$ to twins with $y+y'=\Delta_B/3$, where $1-6\cos2\theta_B$ only changes sign.

**Q.** I have neutron spectra rather than resonance data. Do intensities serve?

**A.** Some lines do. Define the magnetic-dipole strength as $|\langle f|J_\alpha|i\rangle|^2$, averaged over the ground doublet and summed over the final one; time reversal makes both initial states contribute equally, so $\psi$ suffices. Since $|X+iY|^2+|X-iY|^2=2|X|^2+2|Y|^2$, the transverse strength ($x$ plus $y$) is $\tfrac12(|\langle J_+\rangle|^2+|\langle J_-\rangle|^2)$. The ladder factors $\sqrt{1\cdot9}$ and $\sqrt{7\cdot3}$ give
$$J_+\psi=3u|\tfrac92\rangle+\sqrt{21}\,v|-\tfrac32\rangle,\qquad J_-\psi=4u|\tfrac52\rangle+4v|-\tfrac72\rangle .$$
No $M=\pm\tfrac12$ is reached, so the $C$ line is absent in both sets. Write $s,k$ for sine and cosine. The lower $A$ state is $-s_A|\tfrac92\rangle+k_A|-\tfrac32\rangle$ and the upper $k_A|\tfrac92\rangle+s_A|-\tfrac32\rangle$, so the strengths, both transverse, are
$$S_{A,\rm low}=\tfrac12(3s_Bs_A+\sqrt{21}\,k_Bk_A)^2,\qquad S_{A,\rm up}=\tfrac12(\sqrt{21}\,k_Bs_A-3s_Bk_A)^2 .$$
For the upper $B$ doublet, $J_z$ gives $\tfrac72uv+\tfrac52uv=-3\sin2\theta_B$, and $J_-\psi$ overlaps the partner $v|-\tfrac72\rangle-u|\tfrac52\rangle$ by $4(v^2-u^2)=4\cos2\theta_B$. Thus $S^z_B=9\sin^22\theta_B$ and $S^\perp_B=8\cos^22\theta_B$. With $\theta_A=\tfrac12\arccos(x/\Delta_A)=19.46^\circ$ and $51.52^\circ$:

| line (meV) | set 1 | set 2 |
|---|---|---|
| $A$, 3.17, $\perp$ | 9.69 | 6.78 |
| $A$, 13.67, $\perp$ | 0.108 | 0.839 |
| $B$, 15.64, $z$ | 3.74 | 8.98 |
| $B$, 15.64, $\perp$ | 4.68 | 0.013 |

For set 1, for instance, $S^\perp_B=8(0.7648)^2=4.68$. A powder sees the sum over $\alpha$, times the common orientation factor $\tfrac23$. For the $B$ line that sum is $8+\sin^22\theta_B$, confined to the range 8 to 9 for any parameters; here it is $8.42$ and $9.00$, a poor discriminator. In a crystal its polarisation decides, and in a powder the ratio of the upper to the lower $A$ line does, $0.011$ against $0.124$, provided a line that weak can be measured. So weak a line is sensitive to $J$-mixing: in the mixed model below, with the moment $\mathbf L+2\mathbf S$, the ratio is $0.005$ for set 1 and $0.107$ for the refitted twin.

**Q.** A single $J$ is an idealisation. Surely $J$-mixing breaks the coincidence.

**A.** It moves the twin. For weak mixing the splittings change by a smooth correction of order (crystal field)$^2$/(multiplet gap), and since $\mathcal J$ is invertible at set 2, the implicit function theorem gives a nearby exact solution. Whether it survives at a realistic gap is a numerical question. Take the 52 states of the pure term $L=6$, $S=\tfrac32$ with $H=\lambda\mathbf L\cdot\mathbf S+\sum (B_{kq}/r_k)\,O_{kq}(\mathbf L)$. By the Wigner–Eckart theorem $O_{kq}(\mathbf L)$ projects on $J=\tfrac92$ to $r_kO_{kq}(\mathbf J)$, and projecting with Clebsch–Gordan coefficients gives $r_2=1.591$, $r_4=2.378$, $r_6=3.388$. A model value $\lambda=40$ meV puts $J=\tfrac{11}2$ at $\tfrac{11}2\lambda=220$ meV. Numerical diagonalisation for set 1 gives $A,C,A,B$ at $3.27$, $12.23$, $13.89$, $15.73$ meV. Root finding on these four labelled splittings, started from set 2 at large $\lambda$ and followed down to $40$ meV, ends at
$$(-0.0756,\ 5.61\times10^{-4},\ -1.30\times10^{-5},\ 1.572\times10^{-3})\ \text{meV}.$$
With the moment $\mathbf L+2\mathbf S$ and the splitting in a field of $0.01$ T, $(g_\parallel,g_\perp)$ is $(2.50,1.84)$ for set 1 and $(0.75,2.86)$ for the refitted twin.

The same calculation shows which further energies help. The four parameters also fix the $J=\tfrac{11}2$ levels, through other projection factors and other matrices. Measured from their barycentre, the two $B$ doublets lie at $-4.15,-0.60$ meV for set 1 and $-2.26,1.86$ meV for the twin, and the $C$ doublets at $-0.10,4.27$ against $-2.03,2.33$ meV. The $A$ doublets, $-1.90,2.48$ against $-2.00,2.10$ meV, differ much less. The second multiplet separates these two sets at the level of 2 meV, provided the same four parameters describe both multiplets to better than that; intermediate coupling, left out of this model, changes the projection factors.

**Q.** Then what may I report from my fit?

**A.** Compute $t$ and $y'$ from your parameters. If $|y'|$ exceeds $\Delta_B$ by more than the experimental errors allow and the labels are secure, the single-multiplet fit is unique up to the sign of $B_{66}$; close to the boundary a second set with small $B_{66}'$ may still fit within the errors. If $|y'|\le\Delta_B$, you have two candidate sets (they coincide only at $t=0$), and you need a measurement whose predicted value differs between them before either set of wave functions can be used. For a $B$ ground doublet both $g$ values together suffice within the single-multiplet model; $J$-mixing shifts them (from $0.55$ to $0.75$ for $g_\parallel$ of the twin above), so compare with values computed in the model you fit. The polarisation of the $B$ line (blind, like $g_\perp$, to twins with $y'=-y$), the ratio of the $A$ lines or a second multiplet serve if, computed for your two sets, they come out different, as they do in the example.
